# A failing check and its repair

Subject: Why a Localised Defect's Ionisation Energy Depends on Its Dielectric Surroundings.

```python
"""Why a localised defect's ionisation energy follows its dielectric surroundings.

Result under test: for a defect at the centre of a layer (thickness D,
dielectric constant EPS_S) between two media of constant env,
    I_c(env) - I_c(EPS_S) = S + S_c   (small orbital),
    S = K/(EPS_S*D) * log((EPS_S+env)/(2*env)).
I_c : ionisation energy to the conduction edge of the layer
S   : image self-energy of the ionised defect (charge +e at the centre)
S_c : image self-energy of an electron in the lowest subband
K   : e^2/(4 pi eps0) in eV nm.  Energies in eV, lengths in nm.
Also tested: the size dependence of a charged in-plane supercell.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import erf, j0, j1, jn_zeros

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9
D, EPS_S, MASS = 2.0, 10.0, 0.5
HALF = D / 2
KIN = const.hbar**2 / (2 * MASS * const.m_e) / const.e * 1e18  # eV nm^2
WELL_DEPTH, WELL_RANGE, CORE_SMEAR = 6.0, 0.3, 0.1
ENVS = (1.0, 4.0, 10.0, 20.0)


def reflection(env):
    return (EPS_S - env) / (EPS_S + env)


def image_green(rho, z, z_src, env):
    """Potential of all image charges of a unit source, without factor K."""
    p = reflection(env)
    total = np.zeros(np.broadcast(rho, z, z_src).shape)
    if p == 0:
        return total
    for n in range(1, 161):
        for s in (n, -n):
            dz = z - s * D - (-1)**n * z_src
            total = total + p**n / np.sqrt(rho**2 + dz**2)
    return total / EPS_S


def charge_image_energy(env):
    return K / (EPS_S * D) * np.log((EPS_S + env) / (2 * env))


# ---- Image sums against a numerical solution of the interface conditions
def matched_kernel(q, z, z_src, env):
    """Induced potential at wavevector q, in units of 2 pi/q, by matching."""
    decay = np.exp(-q * D)
    top = np.exp(-q * (HALF - z_src)) / EPS_S
    bottom = np.exp(-q * (HALF + z_src)) / EPS_S
    mat = np.zeros((q.size, 4, 4))
    rhs = np.zeros((q.size, 4, 1))
    # unknowns: two waves inside the layer, one above it, one below it
    mat[:, 0, 0], mat[:, 0, 1], mat[:, 0, 2] = 1, decay, -1
    rhs[:, 0, 0] = -top
    mat[:, 1, 0], mat[:, 1, 1], mat[:, 1, 2] = EPS_S, -EPS_S * decay, env
    rhs[:, 1, 0] = EPS_S * top
    mat[:, 2, 0], mat[:, 2, 1], mat[:, 2, 3] = decay, 1, -1
    rhs[:, 2, 0] = -bottom
    mat[:, 3, 0], mat[:, 3, 1], mat[:, 3, 3] = EPS_S * decay, -EPS_S, -env
    rhs[:, 3, 0] = -EPS_S * bottom
    sol = np.linalg.solve(mat, rhs)[:, :, 0]
    return (sol[:, 0] * np.exp(q * (z - HALF))
            + sol[:, 1] * np.exp(-q * (z + HALF)))


def layer_kernel(q, env):
    """Total potential at the centre plane, in units of 2 pi/q."""
    pu = reflection(env) * np.exp(-q * D)
    return (1 + pu) / (1 - pu) / EPS_S


nodes, weights = np.polynomial.legendre.leggauss(400)
q_grid, q_wt = 20 * (nodes + 1), 20 * weights
for env in ENVS:
    direct = np.sum(q_wt * j0(0.7 * q_grid)
                    * matched_kernel(q_grid, 0.4, -0.3, env))
    assert abs(direct - image_green(0.7, 0.4, -0.3, env)) < 1e-8
    centre = matched_kernel(q_grid, 0.0, 0.0, env)
    assert abs(0.5 * K * np.sum(q_wt * centre)
               - charge_image_energy(env)) < 1e-8
    assert np.allclose(centre + 1 / EPS_S, layer_kernel(q_grid, env),
                       atol=1e-10)

# ---- Electron bound to the defect: Bessel x cosine basis with hard walls
R_BOX, N_RHO, N_Z = 6.0, 40, 12
x, w = np.polynomial.legendre.leggauss(160)
rho_1d, rho_wt = R_BOX * (x + 1) / 2, R_BOX * w / 2
x, w = np.polynomial.legendre.leggauss(60)
z_1d, z_wt = HALF * (x + 1) / 2, HALF * w  # doubled weight: both halves
zeros = jn_zeros(0, N_RHO)
k_z = (2 * np.arange(N_Z) + 1) * np.pi / D
f_rho = (j0(np.outer(rho_1d, zeros / R_BOX))
         / (np.sqrt(np.pi) * R_BOX * np.abs(j1(zeros))))
f_z = np.sqrt(2 / D) * np.cos(np.outer(z_1d, k_z))
basis = np.kron(f_rho, f_z)
vol = np.kron(2 * np.pi * rho_1d * rho_wt, z_wt)
rho = np.repeat(rho_1d, z_1d.size)
z = np.tile(z_1d, rho_1d.size)
r = np.hypot(rho, z)
kinetic = KIN * np.add.outer((zeros / R_BOX)**2, k_z**2).ravel()
gram = basis.T @ (vol[:, None] * basis)
assert np.max(np.abs(gram - np.eye(kinetic.size))) < 1e-8


def core_potential(dist, depth):
    return (-depth * np.exp(-(dist / WELL_RANGE)**2)
            - K * erf(dist / CORE_SMEAR) / (EPS_S * dist))


def self_image(env):
    return 0.5 * K * image_green(0.0, z_1d, z_1d, env)


def hamiltonian(env, depth):
    pot = (core_potential(r, depth) - K * image_green(rho, z, 0.0, env)
           + np.tile(self_image(env), rho_1d.size))
    return basis.T @ ((vol * pot)[:, None] * basis) + np.diag(kinetic)


def ground(ham):
    val, vec = eigh(ham, subset_by_index=[0, 0])
    return val[0], vec[:, 0]


def solve_defect(depth, envs):
    """Ionisation data for each environment; the reference has no images."""
    ref_level, ref_vec = ground(hamiltonian(EPS_S, depth))
    ref_edge = KIN * (np.pi / D)**2
    out = {}
    for env in envs:
        ham = hamiltonian(env, depth)
        level, vec = ground(ham)
        s_ion = charge_image_energy(env)
        s_band = np.sum(z_wt * f_z[:, 0]**2 * self_image(env))
        i_c = ref_edge + s_band - level
        out[env] = dict(
            S=s_ion, Sc=s_band, Iref=-level, Ic=i_c,
            shift=i_c - (ref_edge - ref_level),
            neutral=level + s_ion - ref_level,
            relax=ref_vec @ ham @ ref_vec - level,
            overlap=abs(vec @ ref_vec),
            rms=np.sqrt(np.sum(vol * (basis @ vec)**2 * r**2)), vec=vec)
    return out


deep = solve_defect(WELL_DEPTH, ENVS)
shallow = solve_defect(0.0, (1.0,))[1.0]

# basis convergence, and a separate radial calculation without walls
ham_ref = hamiltonian(EPS_S, WELL_DEPTH)
level_ref = ground(ham_ref)[0]
small = np.add.outer(np.arange(30) * N_Z, np.arange(9)).ravel()
assert abs(ground(ham_ref[np.ix_(small, small)])[0] - level_ref) < 1e-3
step = 0.004
r_line = step * np.arange(1, 1001)
radial = eigh_tridiagonal(
    2 * KIN / step**2 + core_potential(r_line, WELL_DEPTH),
    np.full(r_line.size - 1, -KIN / step**2),
    select='i', select_range=(0, 0))[0][0]
assert abs(radial - level_ref) < 0.01  # the walls touch only the tail

for env in (1.0, 4.0, 20.0):
    row = deep[env]
    law = row['S'] + row['Sc']
    assert abs(row['shift'] - law) < 0.05 * abs(law)
    assert abs(row['neutral']) < 0.2 * abs(row['S'])
    assert -1e-9 < row['relax'] < 0.02 * abs(row['S'])
    assert row['overlap'] > 0.999
deep_miss = abs(deep[1.0]['shift'] - deep[1.0]['S'] - deep[1.0]['Sc'])
shallow_miss = abs(shallow['shift'] - shallow['S'] - shallow['Sc'])
assert shallow_miss > 4 * deep_miss


# ---- Charged supercell: square in-plane lattice, neutralising sheet
def lattice_energy(side, kernel):
    """Energy per cell from all nonzero in-plane reciprocal vectors."""
    n_max = int(20 * side / (2 * np.pi)) + 1
    i = np.arange(1, n_max + 1)[:, None]
    j = np.arange(0, n_max + 1)[None, :]
    g = 2 * np.pi / side * np.sqrt(i**2 + j**2)
    return K / (2 * side**2) * 4 * np.sum(2 * np.pi / g * kernel(g))


beta_half = (mp.zeta(0.5, 0.25) - mp.zeta(0.5, 0.75)) / 2
MADELUNG = float(-4 * mp.zeta(0.5) * beta_half)
SHEET_WIDTH = 0.3  # Gaussian in-plane spreading keeps the total finite


def expansion_terms(side, env):
    first = -K * MADELUNG / (2 * env * side)
    second = (np.pi * K * D / 2 * (EPS_S / env**2 - 1 / EPS_S)) / side**2
    return first, second


for env in (1.0, 4.0):
    def spread_kernel(q):
        return layer_kernel(q, env) * np.exp(-(q * SHEET_WIDTH)**2)
    isolated = K / 2 * sum(
        quad(spread_kernel, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
        for a, b in ((0, 0.2), (0.2, 2), (2, 20)))
    errors = []
    for side in (200.0, 400.0):
        finite = lattice_energy(side, spread_kernel) - isolated
        errors.append(finite - sum(expansion_terms(side, env)))
    assert 6.5 < errors[0] / errors[1] < 9.5  # remainder falls as 1/L^3
    assert abs(errors[1]) < 0.05 * abs(expansion_terms(400.0, env)[1])


def environment_part(side, env):
    return lattice_energy(side, lambda q: layer_kernel(q, env) - 1 / EPS_S)


true_change = charge_image_energy(1.0) - charge_image_energy(20.0)
sides = (2.0, 4.0, 8.0, 16.0, 32.0, 64.0)
cell_change = [environment_part(s, 1.0) - environment_part(s, 20.0)
               for s in sides]
assert cell_change[0] < 0.02 * true_change
assert abs(cell_change[-1] - true_change) < abs(cell_change[2] - true_change)

# ---- Numbers for the text
print(f"k = e^2/(4 pi eps0) = {K:.5f} eV nm")
print(f"layer: d = {D} nm, eps_s = {EPS_S}, mass = {MASS} m_e")
print(f"well: depth {WELL_DEPTH} eV, range {WELL_RANGE} nm; "
      f"core smear {CORE_SMEAR} nm")
print(f"hbar^2/2m = {KIN:.5f} eV nm^2")
print(f"subband edge without images = {KIN*(np.pi/D)**2:.4f} eV")
print(f"k/(eps_s d) = {K/(EPS_S*D):.5f} eV")
for env in ENVS:
    a = deep[env]
    print(f"eps_e = {env:.0f}: p = {reflection(env):.4f}, "
          f"S = {a['S']:.4f} eV, S_c = {a['Sc']:.4f} eV")
    print(f"  I to fixed level = {a['Iref']:.4f} eV, "
          f"I_c = {a['Ic']:.4f} eV")
    print(f"  shift of I_c: full {a['shift']:.4f} eV, "
          f"S+S_c {a['S']+a['Sc']:.4f} eV")
    print(f"  neutral energy change = {1e3*a['neutral']:.3f} meV, "
          f"relaxation = {1e3*a['relax']:.4f} meV")
    print(f"  rms radius = {a['rms']:.4f} nm, "
          f"1 - overlap = {1-a['overlap']:.1e}")
print(f"I_c change, eps_e 1 to 20 = "
      f"{deep[20.0]['Ic']-deep[1.0]['Ic']:.4f} eV")
print(f"orbital overlap, eps_e 1 with 20 = "
      f"{abs(deep[1.0]['vec'] @ deep[20.0]['vec']):.6f}")
print(f"shallow donor, eps_e 1: rms radius = {shallow['rms']:.3f} nm, "
      f"I_c = {shallow['Ic']:.4f} eV")
print(f"  shift: full {shallow['shift']:.4f} eV, "
      f"S+S_c {shallow['S']+shallow['Sc']:.4f} eV")
print(f"  miss of law: shallow {1e3*shallow_miss:.1f} meV, "
      f"deep {1e3*deep_miss:.1f} meV")
print(f"square-lattice constant M = {MADELUNG:.6f}")
print(f"S(eps_e=1) - S(eps_e=20), isolated = {true_change:.4f} eV")
for s, c in zip(sides, cell_change):
    print(f"  cell L = {s:.0f} nm: {c:.5f} eV, "
          f"share {100*c/true_change:.1f} %")
for s in (8.0, 400.0):
    t1, t2 = expansion_terms(s, 1.0)
    print(f"eps_e 1, L = {s:.0f} nm: 1/L term {1e3*t1:.3f} meV, "
          f"1/L^2 term {1e3*t2:.3f} meV")
print("ALL CHECKS PASSED")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 158, in <module>
    assert abs(ground(ham_ref[np.ix_(small, small)])[0] - level_ref) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failing test drops the highest basis functions and requires the deep level to move by less than 1 meV; the 30 radial functions that were kept in a box of 6 nm reach only about 16 per nm, too coarse for an orbital of a few tenths of a nanometre. The fault is in the basis, not in the physics, so the number of radial functions rises from 40 to 60 in the same box, and the reduced set now keeps 45 of 60 instead of 30 of 40, the same three quarters, with the 1 meV tolerance unchanged. To save time the grid across the layer has 44 points instead of 60, which is still ample for these functions and is covered by the unchanged orthonormality test. The level change under basis reduction is now printed; no other test or tolerance changes.

Diff:

```diff
@@ -88,8 +88,8 @@
 
 # ---- Electron bound to the defect: Bessel x cosine basis with hard walls
-R_BOX, N_RHO, N_Z = 6.0, 40, 12
+R_BOX, N_RHO, N_Z = 6.0, 60, 12
 x, w = np.polynomial.legendre.leggauss(160)
 rho_1d, rho_wt = R_BOX * (x + 1) / 2, R_BOX * w / 2
-x, w = np.polynomial.legendre.leggauss(60)
+x, w = np.polynomial.legendre.leggauss(44)
 z_1d, z_wt = HALF * (x + 1) / 2, HALF * w  # doubled weight: both halves
 zeros = jn_zeros(0, N_RHO)
@@ -129,10 +129,11 @@
 
 def solve_defect(depth, envs):
-    """Ionisation data for each environment; the reference has no images."""
-    ref_level, ref_vec = ground(hamiltonian(EPS_S, depth))
+    """Ionisation data per environment, and the image-free Hamiltonian."""
+    ham_ref = hamiltonian(EPS_S, depth)
+    ref_level, ref_vec = ground(ham_ref)
     ref_edge = KIN * (np.pi / D)**2
     out = {}
     for env in envs:
-        ham = hamiltonian(env, depth)
+        ham = ham_ref if env == EPS_S else hamiltonian(env, depth)
         level, vec = ground(ham)
         s_ion = charge_image_energy(env)
@@ -146,15 +147,15 @@
             overlap=abs(vec @ ref_vec),
             rms=np.sqrt(np.sum(vol * (basis @ vec)**2 * r**2)), vec=vec)
-    return out
-
-
-deep = solve_defect(WELL_DEPTH, ENVS)
-shallow = solve_defect(0.0, (1.0,))[1.0]
+    return out, ham_ref
+
+
+deep, ham_deep = solve_defect(WELL_DEPTH, ENVS)
+shallow = solve_defect(0.0, (1.0,))[0][1.0]
 
 # basis convergence, and a separate radial calculation without walls
-ham_ref = hamiltonian(EPS_S, WELL_DEPTH)
-level_ref = ground(ham_ref)[0]
-small = np.add.outer(np.arange(30) * N_Z, np.arange(9)).ravel()
-assert abs(ground(ham_ref[np.ix_(small, small)])[0] - level_ref) < 1e-3
+level_ref = ground(ham_deep)[0]
+small = np.add.outer(np.arange(45) * N_Z, np.arange(9)).ravel()
+basis_change = ground(ham_deep[np.ix_(small, small)])[0] - level_ref
+assert abs(basis_change) < 1e-3, basis_change
 step = 0.004
 r_line = step * np.arange(1, 1001)
@@ -231,4 +232,5 @@
 print(f"subband edge without images = {KIN*(np.pi/D)**2:.4f} eV")
 print(f"k/(eps_s d) = {K/(EPS_S*D):.5f} eV")
+print(f"level change on basis reduction = {1e3*basis_change:.4f} meV")
 for env in ENVS:
     a = deep[env]
```

After the repair:

```
k = e^2/(4 pi eps0) = 1.43996 eV nm
layer: d = 2.0 nm, eps_s = 10.0, mass = 0.5 m_e
well: depth 6.0 eV, range 0.3 nm; core smear 0.1 nm
hbar^2/2m = 0.07620 eV nm^2
subband edge without images = 0.1880 eV
k/(eps_s d) = 0.07200 eV
level change on basis reduction = 0.0273 meV
eps_e = 1: p = 0.8182, S = 0.1227 eV, S_c = 0.1359 eV
  I to fixed level = 1.7087 eV, I_c = 2.0326 eV
  shift of I_c: full 0.2561 eV, S+S_c 0.2586 eV
  neutral energy change = 2.455 meV, relaxation = 0.0072 meV
  rms radius = 0.3208 nm, 1 - overlap = 1.4e-06
eps_e = 4: p = 0.4286, S = 0.0403 eV, S_c = 0.0471 eV
  I to fixed level = 1.6274 eV, I_c = 1.8625 eV
  shift of I_c: full 0.0861 eV, S+S_c 0.0874 eV
  neutral energy change = 1.263 meV, relaxation = 0.0020 meV
  rms radius = 0.3210 nm, 1 - overlap = 3.8e-07
eps_e = 10: p = 0.0000, S = 0.0000 eV, S_c = 0.0000 eV
  I to fixed level = 1.5884 eV, I_c = 1.7764 eV
  shift of I_c: full 0.0000 eV, S+S_c 0.0000 eV
  neutral energy change = 0.000 meV, relaxation = -0.0000 meV
  rms radius = 0.3213 nm, 1 - overlap = 1.1e-16
eps_e = 20: p = -0.3333, S = -0.0207 eV, S_c = -0.0260 eV
  I to fixed level = 1.5687 eV, I_c = 1.7307 eV
  shift of I_c: full -0.0457 eV, S+S_c -0.0467 eV
  neutral energy change = -0.982 meV, relaxation = 0.0012 meV
  rms radius = 0.3215 nm, 1 - overlap = 2.4e-07
I_c change, eps_e 1 to 20 = -0.3019 eV
orbital overlap, eps_e 1 with 20 = 0.999997
shallow donor, eps_e 1: rms radius = 1.046 nm, I_c = 0.3629 eV
  shift: full 0.2360 eV, S+S_c 0.2586 eV
  miss of law: shallow 22.6 meV, deep 2.5 meV
square-lattice constant M = 3.900265
S(eps_e=1) - S(eps_e=20), isolated = 0.1435 eV
  cell L = 2 nm: 0.00065 eV, share 0.5 %
  cell L = 4 nm: 0.00902 eV, share 6.3 %
  cell L = 8 nm: 0.03156 eV, share 22.0 %
  cell L = 16 nm: 0.06097 eV, share 42.5 %
  cell L = 32 nm: 0.08882 eV, share 61.9 %
  cell L = 64 nm: 0.11054 eV, share 77.1 %
eps_e 1, L = 8 nm: 1/L term -351.015 meV, 1/L^2 term 699.773 meV
eps_e 1, L = 400 nm: 1/L term -7.020 meV, 1/L^2 term 0.280 meV
ALL CHECKS PASSED
```
